\section*{Why pi-only CASSCF misplaces and inflates the ethylene V state}

\section{Two wrong answers from one missing response}

Put two electrons in all the pi orbitals of ethylene, keep the sigma electrons in doubly occupied orbitals, and optimize everything for the singlet $\pi\to\pi^*$ state, called V. In a compact basis it lies 9.87 eV above the ground state N. With diffuse p functions added, the energy falls to 8.16 eV, which looks like a cure. It is not one. The sum of $\langle z^2\rangle$ over the two pi electrons, with $z$ perpendicular to the molecular plane, has become 8.64 \AA$^2$. The triplet T, with the same orbital occupation, has 1.44 \AA$^2$ in the same basis. The extent of V is not converged: one more, still more diffuse p shell (exponent 0.006 bohr$^{-2}$) raises it to 10.5 \AA$^2$ while the energy moves only to 8.14 eV. The calculation has exchanged an energy that is too high for a state that is too large.

More pi orbitals cannot help, since all those of the basis are already active. What is missing is a response of the sigma electrons to the motion of the pi charge. A model with two pi sites and one sigma oscillator shows why V needs this response most. The molecule then shows how much of the error it explains, and under what condition the missing response shows up as an energy that is too high rather than as a state that is too diffuse.

\section{Charge that fluctuates without a mean}

Let $l$ and $r$ be orthonormal pi orbitals on the left and right carbon, and let
\begin{equation}
\pi=\frac{l+r}{\sqrt2},\qquad \pi^*=\frac{l-r}{\sqrt2}.
\end{equation}
Write $ab$ for the spatial product $a(1)b(2)$. Then
\begin{align}
\pi\pi^*&=\tfrac12(ll-lr+rl-rr),\\
\pi^*\pi&=\tfrac12(ll+lr-rl-rr).
\end{align}
The singlet has the symmetric spatial function and the triplet the antisymmetric one:
\begin{align}
V&=\frac{\pi\pi^*+\pi^*\pi}{\sqrt2}=\frac{ll-rr}{\sqrt2},\\
T&=\frac{\pi\pi^*-\pi^*\pi}{\sqrt2}=\frac{rl-lr}{\sqrt2}.
\end{align}
In V both electrons are on the same carbon; in T they are on different carbons. The remaining singlets are
\begin{equation}
Z=\frac{ll+rr}{\sqrt2}=\frac{\pi\pi+\pi^*\pi^*}{\sqrt2},\qquad
C=\frac{lr+rl}{\sqrt2}=\frac{\pi\pi-\pi^*\pi^*}{\sqrt2}.
\end{equation}

Measure the charge imbalance by $D=\frac12(n_L-n_R)$, where $n_L$ and $n_R$ count pi electrons on the two sites. It gives $+1$ on $ll$, $-1$ on $rr$, and zero on $lr$ and $rl$. Hence
\begin{equation}
DV=Z,\qquad DZ=V,\qquad DC=DT=0.
\label{eq:D}
\end{equation}
Since $V$ and $Z$ are orthogonal, $\langle V|D|V\rangle=0$, while $\langle V|D^2|V\rangle=\langle Z|Z\rangle=1$. The mean dipole of V vanishes, but its fluctuation is as large as two electrons on two sites allow.

Give a doubly occupied site the energy $U$ relative to the covalent arrangement, and let each electron hop with amplitude $-t$. Direct exchange between the sites is neglected. Hopping takes $lr$ to $-t(rr+ll)$ and $rl$ to the same function. Therefore
\begin{equation}
H_\pi C=\frac{-2t(ll+rr)}{\sqrt2}=-2tZ,\qquad H_\pi T=0.
\end{equation}
It also takes both $ll$ and $rr$ to $-t(lr+rl)$. These contributions cancel in V, so $H_\pi V=UV$, and they add in Z, so $H_\pi Z=UZ-2tC$. The pair $C,Z$ has the matrix
\begin{equation}
\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad
E_\pm=\frac U2\pm\sqrt{\frac{U^2}{4}+4t^2}.
\end{equation}
The lower state is $N=\cos\theta\,C+\sin\theta\,Z$. The first row of its eigenvalue equation, $-2t\sin\theta=E_-\cos\theta$, gives $\tan\theta=-E_-/(2t)$, and so
\begin{equation}
\sin^2\theta=\frac{\tan^2\theta}{1+\tan^2\theta}=\frac{E_-^2}{E_-^2+4t^2}.
\end{equation}
This is the ionic weight of N, and also its fluctuation $\langle N|D^2|N\rangle$. It falls from $1/2$ at $U=0$ to zero for $U\gg t$. The upper state is $N'=-\sin\theta\,C+\cos\theta\,Z$.

\section{A sigma shell that can follow}

Represent the polarization of the sigma shell along the bond by one oscillator of quantum $\omega$ (with $\hbar=1$), driven by the pi imbalance:
\begin{equation}
H=H_\pi+\omega b^\dagger b+gD(b+b^\dagger).
\label{eq:model}
\end{equation}
Suppose first that the pi charge were held on one side, $D=\pm1$. Completing the square,
\begin{equation}
\omega b^\dagger b\pm g(b+b^\dagger)
=\omega\left(b^\dagger\pm\frac g\omega\right)\left(b\pm\frac g\omega\right)-\frac{g^2}{\omega}.
\end{equation}
Each ionic structure is stabilized by $g^2/\omega$, with the sigma shell displaced in opposite directions for $ll$ and $rr$.

A mean-field state is a product $\chi\phi$ of a pi state and an oscillator state. Its energy is
\begin{equation}
\langle H_\pi\rangle_\chi+\omega\langle b^\dagger b\rangle_\phi
+g\langle D\rangle_\chi\langle b+b^\dagger\rangle_\phi .
\end{equation}
For $\chi=V$ the last term is zero, the best $\phi$ is the undisplaced ground state, and the gain is zero. One sigma state must serve both ionic structures, and their demands cancel. The product $ll\,\phi$ could collect $g^2/\omega$, but it breaks the left-right symmetry, and its pi factor has the overlap $\sin\theta/\sqrt2$ with N, so it does not represent V.

Now treat the coupling as a perturbation. Its first-order energy vanishes because $\langle0|b+b^\dagger|0\rangle=0$. Acting on $X|0\rangle$, it produces $g\,(DX)|1\rangle$. Expanding $DX$ in pi eigenstates $Y$, whose energies with one quantum are $E_Y+\omega$, gives
\begin{equation}
\Delta E_X=-g^2\sum_Y\frac{|\langle Y|D|X\rangle|^2}{\omega+E_Y-E_X}.
\label{eq:second}
\end{equation}
For N, equation \eqref{eq:D} gives $DN=\sin\theta\,V$. For V it gives
\begin{equation}
DV=Z=\sin\theta\,N+\cos\theta\,N',
\end{equation}
as substitution of N and $N'$ confirms: the C terms cancel and the Z terms add to one. With $E_N=E_-$, $E_{N'}=E_+$ and $E_V=U$,
\begin{align}
\Delta E_N&=-\frac{g^2\sin^2\theta}{\omega+U-E_-},\\
\Delta E_V&=-g^2\left[\frac{\sin^2\theta}{\omega+E_--U}
+\frac{\cos^2\theta}{\omega+E_+-U}\right],\\
\Delta E_T&=0.
\end{align}
The result for T holds at any coupling strength in this model, because $DT=0$ and $H_\pi T=0$.

Two limits show how this works. If the sigma shell is much faster than the pi electrons, every denominator tends to $\omega$. Completeness then gives $\Delta E_X\to-g^2\langle X|D^2|X\rangle/\omega$: the energy follows the fluctuation, not the mean. The excitation energy of V falls by $g^2\cos^2\theta/\omega$, which for $U\ge0$ lies between half of $g^2/\omega$ and all of it. In the opposite direction, when $\omega$ approaches $E_V-E_N$, the first denominator of $\Delta E_V$ vanishes. V is then nearly degenerate with N plus one sigma quantum, equation \eqref{eq:second} fails, and the two must be mixed by diagonalization.

Take $U=6$, $t=2.5$, $\omega=16$ and $g=3$ eV. The square root is $\sqrt{9+25}=5.83$ eV, so $E_-=-2.83$ eV, $E_+=8.83$ eV and $\sin^2\theta=0.243$. The gains, counted positive, are
\begin{align}
-\Delta E_N&=\frac{9(0.243)}{24.83}=0.088\ \text{eV},\\
-\Delta E_V&=9\left[\frac{0.243}{7.17}+\frac{0.757}{18.83}\right]=0.667\ \text{eV}.
\end{align}
Diagonalization gives 0.091 and 0.655 eV. The excitation energy therefore falls by 0.56 eV, although the mean field saw nothing to gain.

\section{The same coupling in the molecule}

In pi-only CASSCF the sigma core has density matrix $D_\sigma$ and the pi electrons have $D_\pi$, both summed over spin. Let $h$ be the one-electron Hamiltonian and $G[D]=J[D]-\frac12K[D]$ the closed-shell mean field. Apart from the nuclear repulsion,
\begin{equation}
E=\operatorname{Tr}D_\sigma\!\left(h+\tfrac12G[D_\sigma]\right)
+\operatorname{Tr}D_\pi\!\left(h+G[D_\sigma]\right)+E_{\pi\pi}.
\end{equation}
Since $\operatorname{Tr}A\,G[B]=\operatorname{Tr}B\,G[A]$, a change of the core gives
\begin{equation}
\delta E=\operatorname{Tr}\delta D_\sigma\,F,\qquad F=h+G[D_\sigma]+G[D_\pi].
\end{equation}
Mixing a small amount $\kappa$ of an empty orbital $a$ into an occupied orbital $i$ changes the $ia$ and $ai$ elements of $D_\sigma$ by $2\kappa$ each. Thus $\delta E=4\kappa F_{ia}$ for real orbitals, and the optimized core obeys $F_{ia}=0$. Only the average pi density enters.

Next let the sigma shell make a spin-singlet excitation $i\to a$ while the pi electrons go from state X to state Y. With $\gamma^{YX}_{pr}=\langle Y|E_{pr}|X\rangle$, where $E_{pr}$ moves a pi electron from $r$ to $p$ summed over spin, the coupling is
\begin{equation}
\sqrt2\left[(h+G[D_\sigma])_{ia}\delta_{YX}
+\sum_{pr}\left\{(ia|pr)-\tfrac12(ip|ra)\right\}\gamma^{YX}_{pr}\right].
\label{eq:coupling}
\end{equation}
The factor $\sqrt2$ comes from two equal spin contributions to an excitation normalized by $1/\sqrt2$. In the exchange term the electron leaving $i$ enters $p$ and the electron leaving $r$ enters $a$; it carries one half because it acts between equal spins. For $Y=X$ the bracket is $F_{ia}$, which vanishes. For $Y\ne X$ no orbital condition removes it. In the compact basis the largest such mean coupling of V is $2.4\times10^{-7}$ eV, a numerical zero, while the norm of its complete coupling to the sigma-excited space is 13.25 eV.

With two pi orbitals, the part of \eqref{eq:coupling} that changes left-right parity contains
\begin{equation}
E_{\pi\pi^*}+E_{\pi^*\pi}=n_L-n_R=2D .
\end{equation}
Its direct part is $2\sqrt2\,(ia|\pi\pi^*)D$. This identifies the model's coupling: for one sigma excitation, $g=2\sqrt2\,(ia|\pi\pi^*)$ when exchange is dropped. It is the field of the transition density $\pi\pi^*$ acting on the sigma shell.

The response takes V to Z with a sigma electron excited. Since $Z=(\pi\pi+\pi^*\pi^*)/\sqrt2$, either $\pi^*\to\pi$ or $\pi\to\pi^*$ accompanies $\sigma\to\sigma^*$. Both are double excitations relative to V. Relative to the determinant $\pi^2$, the first is a single excitation and the second a triple. A linear singles-and-doubles expansion built on that determinant therefore omits the second component.

\section{What the response is worth in a compact basis}

The molecule is planar ethylene with CC 1.34 \AA, CH 1.09 \AA\ and an HCC angle of 121.5$^\circ$. The compact basis is cc-pVDZ on carbon and 6-31G on hydrogen. For each state, the pi-only CASSCF function is extended by all products of one sigma excitation with any state of two electrons in the pi orbitals. This sigma-pi CI includes spin-triplet sigma excitations coupled to the pi spins. The carbon 1s electrons are not excited, and correlation between two sigma electrons is left out. Also left out are excitations that move both pi electrons into empty sigma orbitals; taken alone, these lower N by 0.09 eV and V by 0.22 eV in this basis. The CI energies are therefore not exact references.

The CI lowers N by 2.35 eV and V by 3.29 eV. The excitation energy falls by the difference:
\begin{equation}
9.87-8.93=0.94\ \text{eV}.
\end{equation}
These values depend on the basis: with cc-pVDZ on hydrogen as well, the gains are 2.41 and 3.42 eV and the fall is 1.01 eV. The triplet behaves differently. Its excitation energy rises from 4.39 to 4.51 eV, so the large lowering of V does not come from the occupation $\pi\pi^*$ as such.

To isolate the mechanism, keep only spin-singlet sigma excitations that are odd under exchange of the carbons. This charge channel has the singlet spin and the left-right parity of the oscillator in \eqref{eq:model}. It is somewhat broader than polarization along the bond, since it also admits excitations that are odd across the CC axis in the molecular plane. Alone, it lowers V by 2.24 eV, N by 1.02 eV and T by 0.59 eV; without those additional excitations the values for V and N are 2.18 and 0.94 eV. The fluctuations $\langle(x_1+x_2)^2\rangle$ of the pi dipole, with $x$ along the bond, are evaluated with $x$ represented by its matrix in the finite pi basis, which projects $(x_1+x_2)\psi$ onto that basis and so gives lower bounds. These projected values have the same order: 2.35, 0.72 and 0.32 \AA$^2$. Without the projection they are 2.67, 0.73 and 0.5 \AA$^2$. The value for T is not zero as in the model, because real pi electrons also move within and beyond two site orbitals.

The channel favors V over N by $2.24-1.02=1.22$ eV. If it is deleted and everything else kept, the gains are 1.16 eV for V and 1.44 eV for N, which favors N by 0.28 eV. The charge response is thus worth more than an electronvolt in this basis (1.27 eV with cc-pVDZ on hydrogen), and the other sigma-pi correlation takes part of it back. The two differences add to 0.94 eV, close to the full result, although the separate gains of each state are not additive: for V they sum to 3.40 eV against 3.29 eV.

\section{Why the state grows, and what pulls it back}

With the response missing, a compact V pays for its ionic charge without the compensation that polarization would bring. A variational calculation can avoid the cost by moving the $\pi^*$ electron outward. As $\pi^*$ leaves the region of $\pi$, the product $\pi\pi^*$ becomes small, and with it the coupling $(ia|\pi\pi^*)$. The polarization energy that rewards compactness is absent from the functional being minimized.

Let $s$ measure compression from the CASSCF shape. The CASSCF energy is stationary there, whereas the sigma-pi gain has no reason to be. To leading order,
\begin{equation}
E(s)=E_0+\tfrac12ks^2-P_0-P_1s,\qquad k>0.
\end{equation}
Setting $E'(s)=ks-P_1=0$ gives $s=P_1/k$ and a further lowering $P_1^2/(2k)$. If compression increases the gain, so that $P_1>0$, the state must contract, however small $P_1$ is.

This can be checked by adding $\lambda z^2$ for each pi electron during the CASSCF optimization, and then evaluating the energy without that term. The basis now has two further p shells on each carbon, with exponents 0.05 and 0.017 bohr$^{-2}$. The pi reference is held fixed in shape when the sigma-excited functions are added. In this table the CASSCF cost and the net change are relative to $\lambda=0$:
\begin{center}
\begin{tabular}{cccc}
$\langle z^2\rangle$ (\AA$^2$) & cost (eV) & gain (eV) & net (eV)\\
8.64 & 0.00 & 1.86 & 0.00\\
6.30 & 0.05 & 2.06 & $-0.15$\\
3.56 & 0.33 & 2.46 & $-0.27$\\
2.14 & 0.89 & 3.00 & $-0.25$
\end{tabular}
\end{center}
The first step costs 0.05 eV and earns 0.21 eV, as the expansion requires. The later steps go beyond its quadratic range, and the last overshoots: of the four shapes, the third has the lowest total energy. When the pi reference is free to relax in the CI, $\langle z^2\rangle$ falls from 8.64 to 3.47 \AA$^2$, near that third shape. With the extra p shell of exponent 0.006 bohr$^{-2}$ it falls from 10.5 to 3.49 \AA$^2$, so the end point is far less sensitive to the diffuse basis than the starting point. For T it hardly changes, from 1.44 to 1.43 \AA$^2$. V remains the larger state, but most of its excess extent over T disappears once sigma-pi excitations are present. These contain both the charge response and the other sigma-pi correlation. The charge channel alone contracts V to 5.1 \AA$^2$, and the CI with that channel deleted contracts it to 7.1 \AA$^2$. Between the first and last rows of the table the frozen-shape gain of the charge channel rises from 0.98 to 1.94 eV and that of the rest from 0.93 to 1.17 eV. The charge response is the larger cause of the contraction, but not the only one.

\section{When the energy error is visible}

In the diffuse basis the excitation energy of V does not fall when sigma-pi excitations are added. It rises slightly, from 8.16 to 8.24 eV. The gains explain this. N gains 2.37 eV, while V at its inflated CASSCF shape gains 1.86 eV, which is 0.51 eV less. Relaxation of V recovers 0.43 eV, leaving a deficit of 0.08 eV.

The comparison changes if V is held near valence size. At the most compressed shape in the table, its pi-only excitation energy is $8.16+0.89=9.05$ eV. With the sigma-pi gains of V and N it becomes
\begin{equation}
9.05-3.00+2.37=8.42\ \text{eV},
\end{equation}
a fall of 0.63 eV. The gain of N includes relaxation of its pi function, while that of V does not, so this fall is if anything too small. The energetic error due to missing polarization is therefore a property of a valence-shaped V. Once the state has escaped outward, the same deficiency appears mainly as a wrong wave function, and a reasonable excitation energy is no evidence of a reasonable state.

A comparison with experiment shows the same condition. The measured absorption band peaks at roughly 7.7 eV. The compact pi-only result lies about 2 eV above it, but sigma-pi excitations account for 0.94 eV of that in the same basis, and the limited basis also contributes. The diffuse pi-only result is only about half an electronvolt above the band, with a pi extent about two and a half times that of the sigma-pi CI, or three times with the extra diffuse p shell. The remaining differences from the measured band cannot be assigned here, since sigma-sigma correlation, excitations of both pi electrons into sigma orbitals, larger basis sets and nuclear motion are all absent.

For a practical active space, the consequence is specific. Enlarging the pi space gives the pi electrons more freedom, but it cannot make the sigma shell follow them. If the shape of V is to follow from minimizing the energy, that energy has to include the sigma-pi response. A correction added afterward to a frozen, inflated reference starts from the first row of the table, where much of the polarization that should have held the state together has already been lost. The same correction applied to the more compact frozen shape of the third row gives a total energy 0.27 eV lower. The main excitation energies, gains and extents in the compact and diffuse bases are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Model U, t, omega, g (eV): 6.0 2.5 16.0 3.0
Model ionic weight of N: 0.243
Model gains N, V, diagonalized (eV): 0.091 0.655
Model gains N, V, second order (eV): 0.088 0.667
CC, CH (angstrom), HCC (degree): 1.34 1.09 121.5
Added p exponents (bohr^-2): 0.05 0.017
N CASSCF, two codes, difference (eV): 7.3e-11
CI spectrum, 105 levels, max error (eV): 3.4e-13
compact: basis functions, pi orbitals: 36 8
compact N: sigma-pi gain (eV) 2.351, excited-sigma weight 0.0391
compact N: pi <z^2> sum CAS, CI (angstrom^2) 1.351 1.327
compact T: sigma-pi gain (eV) 2.222, excited-sigma weight 0.0398
compact T: pi <z^2> sum CAS, CI (angstrom^2) 1.308 1.299
compact V: sigma-pi gain (eV) 3.292, excited-sigma weight 0.0747
compact V: pi <z^2> sum CAS, CI (angstrom^2) 1.620 1.490
compact T-N: CAS, CI (eV) 4.385 4.514
compact V-N: CAS, CI (eV) 9.866 8.925
diffuse: basis functions, pi orbitals: 48 12
diffuse N: sigma-pi gain (eV) 2.367, excited-sigma weight 0.0399
diffuse N: pi <z^2> sum CAS, CI (angstrom^2) 1.426 1.405
diffuse T: sigma-pi gain (eV) 2.238, excited-sigma weight 0.0406
diffuse T: pi <z^2> sum CAS, CI (angstrom^2) 1.436 1.429
diffuse V: sigma-pi gain (eV) 2.284, excited-sigma weight 0.0682
diffuse V: pi <z^2> sum CAS, CI (angstrom^2) 8.639 3.472
diffuse T-N: CAS, CI (eV) 4.348 4.477
diffuse V-N: CAS, CI (eV) 8.160 8.242
compact N: pi dipole fluctuation <(x1+x2)^2> (angstrom^2) 0.715
compact N: gain charge only, charge deleted (eV) 1.017 1.441
compact T: pi dipole fluctuation <(x1+x2)^2> (angstrom^2) 0.319
compact T: gain charge only, charge deleted (eV) 0.591 1.694
compact V: pi dipole fluctuation <(x1+x2)^2> (angstrom^2) 2.345
compact V: gain charge only, charge deleted (eV) 2.239 1.159
compact V: largest mean coupling, total coupling norm (eV): 2.4e-07 13.250
Squeezed diffuse V: lambda (hartree/bohr^2), <z^2> (angstrom^2),
  CAS cost, frozen-shape gain, net change of total (eV)
  0.0000 8.639 0.000 1.856 0.000
  0.0005 6.302 0.054 2.063 -0.153
  0.0020 3.564 0.332 2.462 -0.274
  0.0080 2.135 0.893 3.001 -0.251
\end{verbatim}
